# Chudley–Elliott Linewidth for Dilute Hydrogen on fcc Octahedral Sites

## What symmetry and dimensions fix

A hydrogen atom dissolved in an fcc metal rests in an interstitial site for a mean time $\tau$ and then jumps to a neighbouring site. A neutron that exchanges momentum $\hbar\mathbf Q$ with the atom shows this motion as a broadening of the elastic line. Let $\Gamma(\mathbf Q)$ be the half-width at half-maximum of the line, measured in energy, and let $a$ be the edge of the cubic cell.

If the jumps are instantaneous, $1/\tau$ is the one rate in the problem and $a$ the one length. Planck's constant enters by turning a rate into an energy. Hence

$$\Gamma(\mathbf Q)=\frac{\hbar}{\tau}\,f(a\mathbf Q), \tag{1}$$

with a dimensionless function $f$. At $\mathbf Q=0$ the neutron does not register where the atom is, so $f(0)=0$. Each jump and its reverse are equally likely, so $f$ is even. Because the jumps have finite length, $f$ can be expanded in powers of $\mathbf Q$, and its first term is a quadratic form. Cubic symmetry allows one such form, a multiple of $Q^2$. The diffusion coefficient $D$ is itself a number times $a^2/\tau$, so at small $Q$

$$\Gamma\to C\,\hbar DQ^2. \tag{2}$$

The argument leaves open the constant $C$, the whole function $f$, and the range of $Q$ over which (2) may be used. These follow from the jump geometry. The factor $\hbar$ is kept visible; in atomic units it equals 1.

## Sites and jumps

Place metal atoms at the fcc lattice points. The octahedral sites are the cell centre and the midpoints of the cell edges, for example $(a/2,0,0)$. Each has six metal neighbours at distance $a/2$. Shifting the whole metal lattice by $(a/2,0,0)$ produces all these sites, so they form an fcc lattice too. The vectors from one site to its nearest like sites are therefore

$$\mathbf s=\tfrac a2(\pm1,\pm1,0),\quad \tfrac a2(0,\pm1,\pm1),\quad \tfrac a2(\pm1,0,\pm1), \tag{3}$$

twelve in number, each with $s^2=a^2/2$.

The model makes four assumptions. The waiting time at a site is exponentially distributed with mean $\tau$. The jump takes no time. Its direction is one of the twelve in (3), with equal probability and no memory of earlier jumps. The hydrogen is so dilute that the target site is empty. Here $\tau$ is the total residence time, so the rate in each single direction is $1/(12\tau)$.

Let $P(\mathbf r,t)$ be the probability that an atom which started at the origin at $t=0$ has been displaced by $\mathbf r$ at time $t$. In a short time $dt$ the atom leaves $\mathbf r$ with probability $dt/\tau$, and it arrives there from each neighbouring position with probability $dt/(12\tau)$. Gain minus loss gives

$$\frac{\partial P(\mathbf r,t)}{\partial t}=\frac1{12\tau}\sum_{\mathbf s}\left[P(\mathbf r+\mathbf s,t)-P(\mathbf r,t)\right],\qquad P(\mathbf r,0)=\delta_{\mathbf r,0}. \tag{4}$$

## From the master equation to the line

Neutron scattering from ordinary hydrogen is mostly incoherent: it records the correlation of each proton with itself. For classical hopping this is described by the intermediate function

$$I(\mathbf Q,t)=\sum_{\mathbf r}P(\mathbf r,t)\,e^{i\mathbf Q\cdot\mathbf r},\qquad I(\mathbf Q,0)=1. \tag{5}$$

Multiply (4) by $e^{i\mathbf Q\cdot\mathbf r}$ and sum over $\mathbf r$. In the gain term set $\mathbf r'=\mathbf r+\mathbf s$:

$$\sum_{\mathbf r}P(\mathbf r+\mathbf s,t)e^{i\mathbf Q\cdot\mathbf r}=e^{-i\mathbf Q\cdot\mathbf s}\sum_{\mathbf r'}P(\mathbf r',t)e^{i\mathbf Q\cdot\mathbf r'}=e^{-i\mathbf Q\cdot\mathbf s}I(\mathbf Q,t). \tag{6}$$

The infinite set of coupled equations thus reduces to one equation for each $\mathbf Q$:

$$\frac{\partial I}{\partial t}=-\frac1\tau\left[1-\frac1{12}\sum_{\mathbf s}e^{-i\mathbf Q\cdot\mathbf s}\right]I. \tag{7}$$

For every $\mathbf s$ the set (3) also contains $-\mathbf s$. The imaginary parts cancel in pairs, leaving cosines. Define

$$\Gamma(\mathbf Q)=\frac\hbar\tau\left[1-\frac1{12}\sum_{\mathbf s}\cos(\mathbf Q\cdot\mathbf s)\right]. \tag{8}$$

Then (7) reads $\partial I/\partial t=-(\Gamma/\hbar)I$ for $t>0$. In equilibrium $I(\mathbf Q,-t)=I(\mathbf Q,t)^*$, and $I$ is real, so

$$I(\mathbf Q,t)=e^{-\Gamma(\mathbf Q)|t|/\hbar}. \tag{9}$$

It remains to show that the quantity called $\Gamma$ in (8) is the half-width. With $E$ the energy given to the sample, the spectrum is

$$S(\mathbf Q,E)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}I(\mathbf Q,t)e^{-iEt/\hbar}dt
=\frac1{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{-(\Gamma+iE)t/\hbar}dt. \tag{10}$$

The second form uses the evenness of $I$ in time. The last integral is $\hbar/(\Gamma+iE)$, whose real part is $\hbar\Gamma/(\Gamma^2+E^2)$. Therefore

$$S(\mathbf Q,E)=\frac1\pi\,\frac{\Gamma(\mathbf Q)}{E^2+\Gamma(\mathbf Q)^2}. \tag{11}$$

The peak height is $1/(\pi\Gamma)$. Half of it is reached when $E^2+\Gamma^2=2\Gamma^2$, that is, at $E=\pm\Gamma$. So $\Gamma$ is the half-width at half-maximum, and the full width is $2\Gamma$.

## Closed form for the octahedral sites

The four jumps in the $xy$ plane contribute, with $c_i=\cos(Q_ia/2)$,

$$2\cos\tfrac{(Q_x+Q_y)a}2+2\cos\tfrac{(Q_x-Q_y)a}2=4c_xc_y. \tag{12}$$

The other two planes give $4c_yc_z$ and $4c_zc_x$. Inserting the sum into (8),

$$\boxed{\Gamma(\mathbf Q)=\frac\hbar\tau\left[1-\frac{c_xc_y+c_yc_z+c_zc_x}{3}\right]} \tag{13}$$

This is the Chudley–Elliott width for the present lattice. Its range can be found without differentiation. The numerator is linear in each $c_i$ separately, so its extremes over $-1\le c_i\le1$ lie at corners where every $c_i=\pm1$. If all three signs agree it equals 3; otherwise it equals $-1$. Hence

$$0\le\Gamma(\mathbf Q)\le\frac{4\hbar}{3\tau}. \tag{14}$$

The upper value occurs, for instance, at $\mathbf Q=(2\pi/a)(1,0,0)$, where $c_x=-1$ and $c_y=c_z=1$. Eight of the twelve jumps then reverse the sign of the phase factor $e^{i\mathbf Q\cdot\mathbf r}$ and four leave it unchanged.

The width vanishes when all $c_i=1$ or all $c_i=-1$. These are the reciprocal lattice vectors of the site lattice, such as $(2\pi/a)(1,1,1)$. There every jump changes the phase by a multiple of $2\pi$, so hopping leaves no trace in $I$. A narrow line at such a $\mathbf Q$ does not mean that the atom is at rest.

## The diffusive limit

The constant $C$ in (2) requires $D$, defined in three dimensions by $\langle r^2\rangle=6Dt$. Multiply (4) by $r^2$ and sum over $\mathbf r$, shifting the gain term as before:

$$\frac{d\langle r^2\rangle}{dt}=\frac1{12\tau}\sum_{\mathbf s}\left\langle|\mathbf r-\mathbf s|^2-r^2\right\rangle
=\frac1{12\tau}\sum_{\mathbf s}\left(s^2-2\mathbf s\cdot\langle\mathbf r\rangle\right)=\frac{s^2}\tau. \tag{15}$$

The linear term drops out because $\sum_{\mathbf s}\mathbf s=0$. Comparison with $6D$ gives

$$D=\frac{s^2}{6\tau}=\frac{a^2}{12\tau}. \tag{16}$$

Now expand (8) with $1-\cos x\simeq x^2/2$. In the sum of $s_is_j$ over (3), each Cartesian component is nonzero in eight of the twelve vectors, where its square is $a^2/4$. The mixed products cancel between opposite signs. Thus

$$\sum_{\mathbf s}s_is_j=2a^2\delta_{ij},\qquad \sum_{\mathbf s}(\mathbf Q\cdot\mathbf s)^2=2a^2Q^2, \tag{17}$$

and

$$\Gamma\simeq\frac\hbar\tau\,\frac1{12}\,\frac12\,2a^2Q^2=\frac{\hbar a^2Q^2}{12\tau}=\hbar DQ^2. \tag{18}$$

So $C=1$ for the half-width; for the full width the factor would be 2.

The same limit follows from the continuum equation $\partial G/\partial t=D\nabla^2G$, whose Fourier transform decays as $e^{-DQ^2t}$. The lattice result shows when that description applies. The correlation decays in a time $\hbar/\Gamma$, during which the mean number of jumps is

$$\frac{\hbar}{\Gamma\tau}\simeq\frac{12}{(aQ)^2}. \tag{19}$$

For $aQ\ll1$ this number is large. The neutron then senses the sum of many jumps, in which the details of a single one enter through the mean square length alone.

## How far the limit can be trusted

The next term in the expansion of $1-\cos x$ is $-x^4/24$. For the $xy$ plane,

$$\sum_{\mathbf s\in xy}(\mathbf Q\cdot\mathbf s)^4=\frac{a^4}{16}\left[2(Q_x+Q_y)^4+2(Q_x-Q_y)^4\right]
=\frac{a^4}4\left(Q_x^4+6Q_x^2Q_y^2+Q_y^4\right). \tag{20}$$

When the three planes are added, each $Q_i^4$ appears twice. Since $2\sum_{i<j}Q_i^2Q_j^2=Q^4-\sum_iQ_i^4$,

$$\sum_{\mathbf s}(\mathbf Q\cdot\mathbf s)^4=\frac{a^4}4\left[2\sum_iQ_i^4+3\Big(Q^4-\sum_iQ_i^4\Big)\right]=\frac{a^4Q^4}4(3-K), \tag{21}$$

where $K=\sum_iQ_i^4/Q^4$ depends on direction alone. Dividing by $12\times24=288$ gives the correction $-a^4Q^4(3-K)/1152$ to the bracket in (8). Relative to the leading term $a^2Q^2/12$,

$$\Gamma=\hbar DQ^2\left[1-\frac{(3-K)a^2Q^2}{96}+\dots\right]. \tag{22}$$

The correction term is also a bound. For $x\ge0$, integrating $\cos x\le1$ repeatedly from zero gives in turn $\sin x\le x$, $1-\cos x\le x^2/2$, $x-\sin x\le x^3/6$ and $x^2/2-(1-\cos x)\le x^4/24$. The second and fourth statements are even in $x$, so they hold for all real $x$. Applied to each jump in (8), they yield

$$0\le1-\frac{\Gamma}{\hbar DQ^2}\le\frac{(3-K)a^2Q^2}{96}. \tag{23}$$

Within this model the diffusive law therefore never underestimates the width. $K$ equals 1 along [100], $1/2$ along [110] and $1/3$ along [111], and $1/3$ is its smallest value. The coefficient of $a^2Q^2$ is accordingly $1/48$, $5/192$ and $1/36$. For $aQ\le0.6$ the error is at most 1% of $\hbar DQ^2$ in every direction.

## A polycrystal

In a polycrystal without texture, $\mathbf Q$ takes all directions relative to the crystal axes. With $u$ the cosine of the angle between $\mathbf Q$ and $\mathbf s$, the average of one term in (8) is

$$\frac12\int_{-1}^1\cos(Qsu)\,du=\frac{\sin(Qs)}{Qs}. \tag{24}$$

All twelve jumps have the same length, so the mean width is

$$\overline\Gamma(Q)=\frac\hbar\tau\left[1-\frac{\sin(Qs)}{Qs}\right]. \tag{25}$$

At small $Q$ the bracket tends to $Q^2s^2/6$, which gives $\hbar DQ^2$ again. At large $Q$ the mean width tends to $\hbar/\tau$.

The measured line is the average of Lorentzians with different widths, and its half-width $\Gamma_{1/2}$ is not $\overline\Gamma$. For a small spread put $\Gamma=\overline\Gamma(1+\delta)$, with $\langle\delta\rangle=0$ and $\langle\delta^2\rangle=v$. Expanding $\Gamma/(E^2+\Gamma^2)$ to second order in $\delta$, the average at $E=0$ is $(1+v)/\overline\Gamma$. At $E=\overline\Gamma(1+\epsilon)$ it is $(1-\epsilon-v/2)/(2\overline\Gamma)$, to first order in $\epsilon$ and $v$. Setting the second equal to half the first gives $\epsilon=-3v/2$, so

$$\Gamma_{1/2}\simeq\overline\Gamma\left(1-\tfrac32v\right). \tag{26}$$

The narrow components raise the peak, and the half-height point moves inward. At small $Q$ the spread disappears, because (18) is isotropic, and both widths tend to $\hbar DQ^2$.

## Hydrogen in palladium at 600 K

Take rough typical values for dilute hydrogen in palladium: $a=0.39$ nm, a diffusion prefactor of $3\times10^{-3}$ cm²/s and an activation energy of 0.23 eV. At 600 K, $k_BT=0.0517$ eV, and

$$D=3\times10^{-3}\,e^{-0.23/0.0517}\ \text{cm}^2/\text{s}=3.51\times10^{-5}\ \text{cm}^2/\text{s}. \tag{27}$$

In the units of the jump process this is $3.51\times10^{-3}$ nm²/ps. Equation (16) then gives

$$\tau=\frac{(0.39)^2}{12\times3.51\times10^{-3}}\ \text{ps}=3.61\ \text{ps},\qquad
\frac\hbar\tau=\frac{658.2}{3.61}\ \mu\text{eV}=182\ \mu\text{eV}. \tag{28}$$

The inputs justify about two digits at best. Further digits below serve to compare formulas evaluated with the same inputs.

At $Q=1$ nm⁻¹ along [100] the diffusive law gives $\hbar DQ^2=2.31$ μeV and the full expression 2.30 μeV, lower by 0.3%. About 80 jumps occur during the decay time. At 3 nm⁻¹ the values are 20.8 and 20.2 μeV, a deficit of 2.8%; the estimate $a^2Q^2/48$ gives 2.9%. At the zone boundary, $Q=2\pi/a=16.1$ nm⁻¹, the diffusive law gives 600 μeV, whereas (13) gives its maximum, $4\hbar/(3\tau)=243$ μeV. A diffusion coefficient extracted there as $\Gamma/(\hbar Q^2)$ would be 0.41 of the true one.

The law is 1% too high at 1.78 nm⁻¹ along [100] and at 1.54 nm⁻¹ along [111]. At 10 nm⁻¹ the widths along [100], [110] and [111] are 166, 157 and 148 μeV, in the same order as (22) gives at small $Q$. In a polycrystal at the same $Q$, the mean width is 157.5 μeV and the half-width of the averaged line 157.3 μeV. At 20 nm⁻¹ they are 205 and 194 μeV, so taking the mean width for the half-width would overestimate the latter by 5.5%.

Two calculations test the result without using (13) to produce the width. First, equation (4) was solved on a periodic crystal of 256 sites and the correlation function Fourier transformed numerically. For $\mathbf Q=(2\pi/4a)(1,2,3)$ the half-height point lies at 212.6 μeV. By hand, $c_x=1/\sqrt2$, $c_y=0$ and $c_z=-1/\sqrt2$, so (13) gives $(7/6)\hbar/\tau=212.6$ μeV. Second, 200,000 random walkers with drawn waiting times, followed for one $\tau$, gave $D=(3.51\pm0.01)\times10^{-5}$ cm²/s, in agreement with (27).

## What the model leaves out

**Vibration.** A proton also vibrates about its site. If the displacements $\mathbf u$ at two times are independent of each other and of the hopping, and are Gaussian and isotropic, each contributes a factor $e^{-Q^2\langle u_x^2\rangle/2}$, so that

$$I(\mathbf Q,t)=e^{-Q^2\langle u_x^2\rangle}e^{-\Gamma|t|/\hbar}. \tag{29}$$

This changes the area of the quasielastic line but not its width. For a harmonic proton with a vibration quantum of roughly 0.07 eV, $\langle u_x^2\rangle=5.0\times10^{-4}$ nm² at 600 K. Counting this local vibration alone, the intensity factor is 0.9955 at 3 nm⁻¹ and 0.88 at the zone boundary. The proton also follows the vibrations of the metal lattice; a Debye estimate with a Debye temperature of 274 K lowers the second value to about 0.85. For $\mathbf Q=(9,5,-4)$ nm⁻¹ and $t=\tau$, the random walk with such displacements added gave $I=0.3645$, against 0.3657 from (29). Each walker contributes a cosine, so the standard error of the mean cannot exceed $1/\sqrt{200\,000}=0.0022$. The difference is smaller than this bound, and the program checks that it is below five standard errors computed from the sample itself.

**Quantum detailed balance.** The classical spectrum is symmetric in $E$. At temperature $T$ the two sides must obey $S(\mathbf Q,-E)=e^{-E/k_BT}S(\mathbf Q,E)$, where $S(-\mathbf Q,E)=S(\mathbf Q,E)$ by inversion symmetry. Multiplying (11) by $e^{E/2k_BT}$ satisfies this and serves as a correction near the line, for $|E|\ll k_BT$. It is not a spectrum for all $E$: far out on the side $E>0$ the product grows without limit, because the exponential outruns the Lorentzian tail. At $E=\Gamma$ on the zone boundary the factor differs from 1 by 0.24%.

**Flight time.** A proton moving at the thermal speed $\sqrt{k_BT/M}=2.2$ nm/ps, with $M$ its mass, crosses the jump length of 0.276 nm in 0.12 ps, or 3.4% of $\tau$. In an fcc metal the path usually bends through a tetrahedral site; it is then 0.338 nm long, and the ratio becomes 4.2%. The ratio is a rough guide to how well jumps and rests are separated, not a computed shift of the width. A pause at the tetrahedral site does shift it: if the atom stays there for a mean time of $0.034\,\tau$ and then leaves for any of the four adjacent octahedral sites with equal probability, one exit in four returns it to its starting site. Fixed $D$ then requires the two residence times to add up to $3\tau/4$, with $\tau$ from (16), so the time on the octahedral site is $0.716\,\tau$. At $\mathbf Q=(2\pi/a)(1,0,0)$ the narrow component has the width $\hbar/(0.716\,\tau)$, about 4.7% above $4\hbar/(3\tau)$. A weak broad component from the tetrahedral sites brings the rise of the half-width of the whole line to about 5%. At $(\pi/a)(1,1,1)$ the rise is about 3.6%.

**Longer jumps.** Suppose that a share $p$ of all jumps goes to the six second neighbours at distance $a$, and let $\tau'$ be the new residence time. The mean square jump length becomes $(1-p)a^2/2+pa^2=(1+p)a^2/2$, so $D=(1+p)a^2/(12\tau')$. At $\mathbf Q=(2\pi/a)(1,0,0)$ a second-neighbour jump changes the phase by 0 or $2\pi$ and does not broaden the line. With $D$ held fixed, the width there changes by the factor

$$\frac{(1-p)/\tau'}{1/\tau}=\frac{1-p}{1+p}. \tag{30}$$

For an assumed $p=0.05$ this is 0.905, a reduction of 9.5%. At 1 nm⁻¹ along [100] the same admixture, again at fixed $D$, lowers the width by 0.09%. Small $Q$ therefore measures $D$ almost independently of the jump path, while large $Q$ tests the path.

**Comparison with the real metal.** The inputs describe the dilute solid solution in palladium, where hydrogen occupies octahedral sites. The predicted widths depend strongly on the rate: a change of 0.01 eV in the activation energy changes $D$, and with it every width, by a factor $e^{0.01/0.0517}=1.21$. A real sample also breaks the assumption of empty target sites. With 1% of the sites filled at random, about 1% of the attempted jumps are refused, which lowers the width by about that much at a fixed attempt rate; this mean-field estimate omits correlations between successive jumps. At 1 nm⁻¹ the full width of the line is 4.6 μeV. An instrument with a Gaussian resolution of 1 μeV full width would show 4.8 μeV; one with 10 μeV would show 12.7 μeV, most of it due to the instrument. Measuring $D$ through (18) is thus a compromise: $Q$ must be large enough for the broadening to be resolved and, for a model error below 1% in every direction, must satisfy $aQ\le0.6$, here $Q\le1.5$ nm⁻¹. The remaining values are listed in the numerical output.

## Computed values

```
INPUTS (rough typical, dilute H in Pd)
cubic edge a = 0.39 nm, temperature = 600 K
diffusion prefactor = 3.0e-03 cm2/s
activation energy = 0.23 eV, kT = 0.05170 eV
local vibration quantum = 0.07 eV
DERIVED
jump length = 0.2758 nm, jump directions = 12
D = 3.5092e-05 cm2/s = 3.5092e-03 nm2/ps
residence time tau = 3.6119 ps
hbar = 658.212 micro-eV ps, hbar/tau = 182.232 micro-eV
HALF-WIDTH ALONG [100]: Q (1/nm), Gamma, hbar D Q^2 (micro-eV), ratio
    1.000     2.3025     2.3098  0.99684
    2.000     9.1226     9.2392  0.98739
    3.000    20.2020    20.7881  0.97180
    5.000    53.3127    57.7447  0.92325
   10.000   166.4603   230.9788  0.72067
   16.111   242.9757   599.5185  0.40528
DIRECTION: Gamma at Q = 10 1/nm (micro-eV); Q of 1% error (1/nm)
  [100]   166.4603   1.7800
  [110]   156.8461   1.5933
  [111]   148.4705   1.5416
POLYCRYSTAL: Q (1/nm), mean Gamma, half-width of line (micro-eV)
    1.0     2.3010     2.3010
   10.0   157.4834   157.2839
   20.0   205.1789   194.3987
LATTICE TEST: Q in 2pi/(4a), half-width found, formula (micro-eV)
  (1, 0, 0)    35.5830    35.5830
  (1, 2, 3)   212.6037   212.6037
  (1, 1, 0)    65.9549    65.9549
RANDOM WALK, 200000 walkers, observed for one tau
D from walk = 3.5086e-05 +- 1.0e-07 cm2/s
Q = (9,5,-4) 1/nm: I from walk = 0.3875, formula = 0.3888
with vibration: walk = 0.3645, formula = 0.3657
NEGLECTED EFFECTS
site blocking at filling 0.01: about 1.0 % fewer jumps
thermal speed = 2.225 nm/ps, flight time = 0.1239 ps
flight time / tau = 3.43 %
detailed-balance tilt at zone-edge Gamma = 0.235 %
mean square vibration per axis = 5.028e-04 nm2
intensity factor at Q = 3.000 1/nm: 0.9955
intensity factor at Q = 16.111 1/nm: 0.8776
second-neighbour share 5 % at fixed D, [100]:
  width ratio at Q = 1.000 1/nm: 0.99910
  width ratio at Q = 16.111 1/nm: 0.90476
```
